# Why a half-open unresolved grating prints at 25 percent intensity: test program

```python
"""
Result under test: a binary grating with open fraction D, so fine that no
nonzero diffraction order enters the pupil, gives a uniform image of relative
intensity D**2 (0.25 for D = 1/2), not D.  Condition for a disc source:
    pitch < wavelength / (NA * (1 + sigma)).
Symbols: pitch = wafer-scale period, NA = wafer-side numerical aperture,
sigma = source radius / pupil radius.  Intensities are relative to an open mask.
Lengths are in nm.  The thin-mask model is compared with a rigorous
coupled-wave calculation of a chromium-like absorber grating on silica.
"""
import numpy as np
from scipy.special import sici
from scipy.linalg import toeplitz

wavelength = 193.0
NA = 0.85
sigma = 0.5
reduction = 4.0
pitch = 110.0
duty = 0.5
n_silica = 1.56
n_absorber = 0.84 + 1.65j
thickness = 80.0
open_dose = 30.0        # mJ/cm2
dose_to_clear = 10.0    # mJ/cm2

cell = (np.arange(4000) + 0.5) / 4000 - 0.5   # position / pitch, midpoints


def binary_mask(open_fraction, background=0.0):
    return np.where(np.abs(cell) < open_fraction / 2, 1.0, background)


def order_amplitude(mask, m):
    return np.mean(mask * np.exp(-2j * np.pi * m * cell))


def abbe_image(mask, period, source_radius):
    """Sum image intensities over source points, with a circular pupil."""
    step = wavelength / (period * NA)
    m_max = int((1 + source_radius) / step) + 1
    m = np.arange(-m_max, m_max + 1)
    amplitudes = np.array([order_amplitude(mask, j) for j in m])
    x = np.arange(256) / 256
    waves = np.exp(2j * np.pi * np.outer(m, x))
    axis = np.linspace(-source_radius, source_radius, 41)
    if source_radius == 0:
        axis = np.array([0.0])
    total, count = np.zeros(256), 0
    for sx in axis:
        for sy in axis:
            if np.hypot(sx, sy) > source_radius + 1e-12:
                continue
            passed = (sx + m * step) ** 2 + sy ** 2 <= 1
            total += np.abs((amplitudes * passed) @ waves) ** 2
            count += 1
    return total / count


def slot_sum(x, period, open_fraction, coherent):
    """Real-space image: integrate the lens kernel over 40001 slots.
    coherent: field kernel sin(kx)/(pi x); otherwise the normalized
    intensity kernel sin(kx)**2/(pi k x**2) for independent emitters."""
    k = 2 * np.pi * NA / wavelength
    centres = np.arange(-20000, 20001) * period
    upper = k * (x - centres + open_fraction * period / 2)
    lower = k * (x - centres - open_fraction * period / 2)

    def primitive(u):
        if coherent:
            return sici(u)[0]
        return sici(2 * u)[0] - u * np.sinc(u / np.pi) ** 2
    return np.sum(primitive(upper) - primitive(lower)) / np.pi


def coupled_wave(period, open_fraction, depth, n_film, polarization, half):
    """Normal incidence from silica, exit into air, slots filled with air.
    Returns transmitted and reflected flux per order / incident flux.
    TE: electric field along the lines.  TM: magnetic field along them."""
    k0 = 2 * np.pi / wavelength
    m = np.arange(-half, half + 1)
    kx = m * wavelength / period
    size = len(m)
    j = np.arange(size)
    slot = open_fraction * np.sinc(j * open_fraction)

    def matrix(film_value):
        column = (1 - film_value) * slot + film_value * (j == 0)
        return toeplitz(column, column)
    eps = matrix(n_film ** 2 + 0j)
    q_in = np.sqrt(n_silica ** 2 - kx ** 2 + 0j)
    q_out = np.sqrt(1 - kx ** 2 + 0j)
    if polarization == "TE":
        operator = eps - np.diag(kx ** 2)
        weight = np.eye(size)
        y_in, y_out = q_in, q_out
    else:
        weight = matrix(1 / (n_film ** 2 + 0j))
        inner = np.eye(size) - kx[:, None] * np.linalg.inv(eps) * kx[None, :]
        operator = np.linalg.solve(weight, inner)
        y_in, y_out = q_in / n_silica ** 2, q_out
    values, W = np.linalg.eig(operator)
    q = np.sqrt(values + 0j)
    q = np.where(q.imag < 0, -q, q)
    V = weight @ W * q[None, :]
    decay = np.exp(1j * k0 * q * depth)[None, :]
    a, b = y_in[:, None], y_out[:, None]
    system = np.block([[a * W + V, (a * W - V) * decay],
                       [(b * W - V) * decay, b * W + V]])
    incident = (m == 0).astype(complex)
    rhs = np.concatenate([2 * y_in * incident, np.zeros(size)])
    solution = np.linalg.solve(system, rhs)
    forward, backward = solution[:size], solution[size:]
    t = W @ (decay[0] * forward + backward)
    r = W @ (forward + decay[0] * backward) - incident
    y0 = y_in[half].real
    return np.abs(t) ** 2 * y_out.real / y0, np.abs(r) ** 2 * y_in.real / y0


def film_amplitude(depth, n_film):
    """Electric-field transmission silica / film / air by multiple reflection."""
    phase = np.exp(2j * np.pi * n_film * depth / wavelength)
    r12 = (n_silica - n_film) / (n_silica + n_film)
    r23 = (n_film - 1) / (n_film + 1)
    t12 = 2 * n_silica / (n_silica + n_film)
    t23 = 2 * n_film / (n_film + 1)
    return t12 * t23 * phase / (1 + r12 * r23 * phase ** 2)


# Fourier amplitudes and mean-square field of the thin mask
mask = binary_mask(duty)
for m in range(1, 8):
    expected = np.sin(np.pi * m * duty) / (np.pi * m)
    assert abs(order_amplitude(mask, m) - expected) < 1e-5
mean_square = np.mean(mask ** 2)
zero_share = abs(order_amplitude(mask, 0)) ** 2
first_share = 2 * abs(order_amplitude(mask, 1)) ** 2
m_odd = np.arange(1, 200001, 2)
parseval = duty ** 2 + 2 * np.sum(1 / (np.pi * m_odd) ** 2)
assert abs(parseval - mean_square) < 1e-5

# Uniform D**2 image, for several open fractions and both source types
image = abbe_image(mask, pitch, sigma)
for fraction in (0.3, 0.5, 0.7):
    for radius in (0.0, sigma):
        trial = abbe_image(binary_mask(fraction), pitch, radius)
        assert np.max(np.abs(trial - fraction ** 2)) < 1e-10

# The pitch limit separates uniform from modulated images
pitch_limit = wavelength / (NA * (1 + sigma))
below = np.ptp(abbe_image(mask, 0.999 * pitch_limit, sigma))
above = np.ptp(abbe_image(mask, 1.001 * pitch_limit, sigma))
assert below < 1e-12 and above > 1e-5

# Real-space amplitude sum, below and above the first-order cutoff
coarse_pitch = 400.0
positions = np.array([0.0, 0.13, 0.25, 0.37, 0.5])
fine_field = np.array([slot_sum(u * pitch, pitch, duty, True)
                       for u in positions])
coarse_field = np.array([slot_sum(u * coarse_pitch, coarse_pitch, duty, True)
                         for u in positions])
assert np.max(np.abs(fine_field - duty)) < 1e-4
three_orders = duty + 2 / np.pi * np.cos(2 * np.pi * positions)
assert np.max(np.abs(coarse_field - three_orders)) < 1e-4

# Independent emitters: same lens and slots, but intensities are added
independent = np.array([slot_sum(u * pitch, pitch, duty, False)
                        for u in positions])
assert pitch < wavelength / (2 * NA)
assert np.max(np.abs(independent - duty)) < 1e-4

# Fully transmitting 0/pi phase grating: mean amplitude zero, dark image
phase_mask = binary_mask(duty, -1.0)
phase_image = abbe_image(phase_mask, pitch, sigma)
assert np.mean(phase_mask ** 2) == 1 and np.max(phase_image) < 1e-12

# Capturing more orders raises the mean image intensity toward 1/2
mean_three = np.mean(abbe_image(mask, coarse_pitch, 0.0))
wide_pitch = 50.5 * wavelength / NA
mean_many = np.mean(abbe_image(mask, wide_pitch, 0.0))
assert abs(mean_three - (zero_share + first_share)) < 1e-9
assert abs(mean_many - 0.5) < 0.01

# Checks of the coupled-wave solver
mask_pitch = reduction * pitch
clear_flux = 4 * n_silica / (n_silica + 1) ** 2
rigorous_zero, rigorous_first, wide_zero = {}, {}, {}
for pol in ("TE", "TM"):
    through, back = coupled_wave(mask_pitch, 0.0, 20.0, n_absorber, pol, 5)
    film_flux = abs(film_amplitude(20.0, n_absorber)) ** 2 / n_silica
    assert abs(through[5] - film_flux) < 1e-9
    through, back = coupled_wave(mask_pitch, duty, thickness, 1.7, pol, 25)
    assert abs(through.sum() + back.sum() - 1) < 1e-8
    rough, _ = coupled_wave(mask_pitch, duty, thickness, n_absorber, pol, 40)
    through, _ = coupled_wave(mask_pitch, duty, thickness, n_absorber, pol, 60)
    assert abs(rough[40] - through[60]) / clear_flux < 0.005
    rigorous_zero[pol] = through[60] / clear_flux
    rigorous_first[pol] = (through[59] + through[61]) / clear_flux
    wide, _ = coupled_wave(10 * mask_pitch, duty, thickness,
                           n_absorber, pol, 120)
    wide_zero[pol] = wide[120] / clear_flux
    assert abs(wide_zero[pol] - duty ** 2) < 0.03
rigorous_mean = (rigorous_zero["TE"] + rigorous_zero["TM"]) / 2
assert abs(rigorous_mean - 0.25) < abs(rigorous_mean - 0.5)

# Smaller corrections and geometry on the mask side
slot_error = 4.0
wider_duty = duty + slot_error / mask_pitch
wider_image = np.mean(abbe_image(binary_mask(wider_duty), pitch, sigma))
assert abs(wider_image - wider_duty ** 2) < 5e-4   # mask sampling step
clear_amplitude = 2 * n_silica / (n_silica + 1)
leak = film_amplitude(thickness, n_absorber) / clear_amplitude
air_phase = np.exp(2j * np.pi * thickness / wavelength)
leaky_image = abs(duty * air_phase + (1 - duty) * leak) ** 2
sin_first = wavelength / mask_pitch
sin_lens = NA / reduction
sin_source = sigma * NA / reduction
assert sin_first - sin_source > sin_lens
first_flux = first_share * np.sqrt(1 - sin_first ** 2)

# Resist consequence
grating_dose = open_dose * np.mean(image)
guessed_dose = open_dose * mean_square
rigorous_dose = open_dose * rigorous_mean
assert grating_dose < dose_to_clear < guessed_dose
assert rigorous_dose < dose_to_clear

print(f"wavelength: {wavelength:.0f} nm; NA: {NA:.2f}; sigma: {sigma:.2f}")
print(f"wafer pitch: {pitch:.0f} nm; slot: {duty * pitch:.0f} nm")
print(f"mask pitch: {mask_pitch:.0f} nm; slot: {duty * mask_pitch:.0f} nm")
print(f"pitch limit for a uniform image: {pitch_limit:.1f} nm")
print(f"first-order shift / pupil radius: {wavelength / (pitch * NA):.3f}")
print(f"independent-emitter pitch limit: {wavelength / (2 * NA):.1f} nm")
print(f"mean-square field behind mask: {mean_square:.4f}")
print(f"  share of order 0: {zero_share:.4f}")
print(f"  share of orders +1 and -1: {first_share:.4f}")
print(f"  share of all higher orders: "
      f"{mean_square - zero_share - first_share:.4f}")
print(f"Abbe image minimum, maximum: {image.min():.4f}, {image.max():.4f}")
print(f"image modulation at 0.999 of pitch limit: {below:.1e}")
print(f"image modulation at 1.001 of pitch limit: {above:.1e}")
print(f"real-space field at slot centre: {fine_field[0]:.4f}")
print(f"real-space field at line centre: {fine_field[-1]:.4f}")
print(f"independent emitters, slot centre: {independent[0]:.4f}")
print(f"independent emitters, line centre: {independent[-1]:.4f}")
print(f"0/pi phase grating, image maximum: {phase_image.max():.1e}")
print(f"mean image, axial light, {coarse_pitch:.0f} nm pitch: "
      f"{mean_three:.4f}")
print(f"mean image, axial light, {wide_pitch:.0f} nm pitch: {mean_many:.4f}")
print(f"lens acceptance half-angle at mask: "
      f"{np.degrees(np.arcsin(sin_lens)):.1f} deg")
print(f"source half-angle at mask (air): "
      f"{np.degrees(np.arcsin(sin_source)):.1f} deg")
print(f"first-order angle at mask, axial light: "
      f"{np.degrees(np.arcsin(sin_first)):.1f} deg")
print(f"thin-mask flux in orders +1 and -1 / clear: {first_flux:.4f}")
print(f"silica index: {n_silica:.2f}; absorber n: {n_absorber.real:.2f}, "
      f"k: {n_absorber.imag:.2f}")
print(f"absorber thickness: {thickness:.0f} nm")
for pol in ("TE", "TM"):
    print(f"rigorous {pol} order 0 / clear: {rigorous_zero[pol]:.3f}")
    print(f"rigorous {pol} orders +1 and -1 / clear: "
          f"{rigorous_first[pol]:.3f}")
    print(f"rigorous {pol} order 0, tenfold pitch: {wide_zero[pol]:.3f}")
print(f"rigorous unpolarized order 0 / clear: {rigorous_mean:.3f}")
print(f"image with mask slot {slot_error:.0f} nm wider: "
      f"{wider_duty ** 2:.4f}")
print(f"absorber intensity leakage / clear: {abs(leak) ** 2:.1e}")
print(f"thin-mask image including leakage: {leaky_image:.4f}")
print(f"open-field dose: {open_dose:.1f} mJ/cm2")
print(f"dose to clear: {dose_to_clear:.1f} mJ/cm2")
print(f"grating dose, amplitude average: {grating_dose:.1f} mJ/cm2")
print(f"grating dose, 50 percent guess: {guessed_dose:.1f} mJ/cm2")
print(f"grating dose, rigorous unpolarized: {rigorous_dose:.1f} mJ/cm2")
print("ALL CHECKS PASSED")
```

Printed output:

```
wavelength: 193 nm; NA: 0.85; sigma: 0.50
wafer pitch: 110 nm; slot: 55 nm
mask pitch: 440 nm; slot: 220 nm
pitch limit for a uniform image: 151.4 nm
first-order shift / pupil radius: 2.064
independent-emitter pitch limit: 113.5 nm
mean-square field behind mask: 0.5000
  share of order 0: 0.2500
  share of orders +1 and -1: 0.2026
  share of all higher orders: 0.0474
Abbe image minimum, maximum: 0.2500, 0.2500
image modulation at 0.999 of pitch limit: 0.0e+00
image modulation at 1.001 of pitch limit: 1.0e-03
real-space field at slot centre: 0.5000
real-space field at line centre: 0.5000
independent emitters, slot centre: 0.5000
independent emitters, line centre: 0.5000
0/pi phase grating, image maximum: 0.0e+00
mean image, axial light, 400 nm pitch: 0.4526
mean image, axial light, 11466 nm pitch: 0.4980
lens acceptance half-angle at mask: 12.3 deg
source half-angle at mask (air): 6.1 deg
first-order angle at mask, axial light: 26.0 deg
thin-mask flux in orders +1 and -1 / clear: 0.1821
silica index: 1.56; absorber n: 0.84, k: 1.65
absorber thickness: 80 nm
rigorous TE order 0 / clear: 0.217
rigorous TE orders +1 and -1 / clear: 0.210
rigorous TE order 0, tenfold pitch: 0.253
rigorous TM order 0 / clear: 0.199
rigorous TM orders +1 and -1 / clear: 0.156
rigorous TM order 0, tenfold pitch: 0.252
rigorous unpolarized order 0 / clear: 0.208
image with mask slot 4 nm wider: 0.2592
absorber intensity leakage / clear: 3.2e-04
thin-mask image including leakage: 0.2572
open-field dose: 30.0 mJ/cm2
dose to clear: 10.0 mJ/cm2
grating dose, amplitude average: 7.5 mJ/cm2
grating dose, 50 percent guess: 15.0 mJ/cm2
grating dose, rigorous unpolarized: 6.2 mJ/cm2
ALL CHECKS PASSED
```
